# A paramagnetic insulator need not have zero local moments: a program that tests the result

```python
# RESULT UNDER TEST: in the half-filled square-lattice Hubbard model at large U,
# unrestricted Hartree-Fock states with random-sign local moments are insulating
# and retain most of the energy gained by moment formation. The zero-moment state
# is a metal. The random gap is smaller than the ordered gap, but obeys
#     gap >= U*min|m_i| - 8t.
# Symbols: t hopping (energy unit), U on-site repulsion, m_i = n_up - n_down,
# C nearest-neighbour correlation of moment signs, N number of sites.
# One-electron levels are measured from U/2; total energies are not shifted.
import numpy as np
from scipy.optimize import brentq

rng = np.random.default_rng(20)


def hopping_matrix(L):
    T = np.zeros((L * L, L * L))
    for x in range(L):
        for y in range(L):
            i = x * L + y
            for j in (((x + 1) % L) * L + y, x * L + (y + 1) % L):
                T[i, j] = T[j, i] = -1.0
    return T


def staggered(L):
    return np.array([(-1.0) ** (x + y) for x in range(L) for y in range(L)])


def random_signs(N):
    return rng.permutation(np.repeat([1.0, -1.0], N // 2))


def correlation(T, s):
    return -(s @ T @ s) / (4 * len(s))


def hartree_fock(T, U, start_moment, charge_noise=0.0):
    """Two-spin self-consistency at N electrons; no charge symmetry imposed."""
    N = len(T)
    noise = rng.normal(size=N) * charge_noise
    noise -= noise.mean()
    up = (1 + start_moment + noise) / 2
    down = (1 - start_moment + noise) / 2
    for _ in range(300):
        eu, vu = np.linalg.eigh(T + np.diag(U * (down - 0.5)))
        ed, vd = np.linalg.eigh(T + np.diag(U * (up - 0.5)))
        levels = np.sort(np.concatenate([eu, ed]))
        homo, lumo = levels[N - 1], levels[N]
        mu = (homo + lumo) / 2
        # A degenerate shell at the Fermi level is filled evenly.
        fu = np.where(abs(eu - mu) < 1e-8, 0.5, (eu < mu).astype(float))
        fd = np.where(abs(ed - mu) < 1e-8, 0.5, (ed < mu).astype(float))
        new_up, new_down = (vu ** 2) @ fu, (vd ** 2) @ fd
        change = max(abs(new_up - up).max(), abs(new_down - down).max())
        up, down = new_up, new_down
        if change < 1e-10:
            break
    assert change < 1e-10, "self-consistency not reached"
    assert abs(up.sum() + down.sum() - N) < 1e-7
    energy = (fu @ eu + fd @ ed + U * N / 2 - U * (up @ down)) / N
    return dict(E=energy, gap=abs(lumo - homo), m=up - down,
                n=up + down, docc=np.mean(up * down))


L, U = 12, 12.0
N = L * L
T = hopping_matrix(L)
order = staggered(L)
print(f"Repulsion U = {U:.1f} t; bandwidth W = {np.ptp(np.linalg.eigvalsh(T)):.1f} t")
print(f"Supercell: {L} x {L} = {N} sites")

# Zero-moment metal, in the supercell and on a dense momentum mesh
zero = hartree_fock(T, U, np.zeros(N))
k = 2 * np.pi * (np.arange(400) + 0.5) / 400
band = -2 * (np.cos(k)[:, None] + np.cos(k)[None, :])
kinetic = 2 * np.where(band < 0, band, 0).mean()
near_fermi = np.mean(abs(band) < 0.5)
assert abs(kinetic + 16 / np.pi ** 2) < 1e-4
assert zero["gap"] < 1e-8 and near_fermi > 0.05
assert abs(zero["m"]).max() < 1e-8 and abs(zero["docc"] - 0.25) < 1e-8
assert abs(zero["E"] - (U / 4 - 16 / np.pi ** 2)) < 0.03  # finite-cell error
print(f"Zero moment: gap = {zero['gap']:.4f} t")
print(f"Zero moment: energy per site, supercell = {zero['E']:.4f} t")
print(f"Zero moment: energy per site, dense mesh = {U / 4 + kinetic:.4f} t")
print(f"Zero moment: kinetic energy per site, dense mesh = {kinetic:.4f} t")
print(f"Zero moment: double occupancy = {zero['docc']:.4f}")
print(f"Zero moment: fraction of levels within 0.5 t of Fermi level = {near_fermi:.4f}")

# Ordered insulator against the momentum-space gap equation
afm = hartree_fock(T, U, order, 0.05)
q = 2 * np.pi * np.arange(L) / L
eps = -2 * (np.cos(q)[:, None] + np.cos(q)[None, :])
delta = brentq(lambda d: U / 2 * np.mean(1 / np.sqrt(d * d + eps ** 2)) - 1, 0.5, U)
m_afm = 2 * delta / U
e_afm = -np.mean(eps ** 2 / np.sqrt(delta ** 2 + eps ** 2)) + U * (1 - m_afm ** 2) / 4
assert abs(afm["gap"] - U * m_afm) < 1e-6
assert abs(afm["E"] - e_afm) < 1e-7
assert np.allclose(afm["m"] * order, m_afm, atol=1e-7)
print(f"Ordered: moment = {abs(afm['m']).mean():.4f}")
print(f"Ordered: gap = {afm['gap']:.4f} t")
print(f"Ordered: energy per site = {afm['E']:.4f} t")
print(f"Ordered: double occupancy = {afm['docc']:.4f}")

# Ferromagnet reaches the lower gap bound
fm = hartree_fock(T, U, np.ones(N))
assert abs(fm["gap"] - (U - 8)) < 1e-7 and abs(fm["E"]) < 1e-7
print(f"Ferromagnet: gap = {fm['gap']:.4f} t; energy per site = {abs(fm['E']):.4f} t")

# Random-moment insulators
patterns = [random_signs(N) for _ in range(8)]
runs = [hartree_fock(T, U, s, 0.05) for s in patterns]
for s, r in zip(patterns, runs):
    assert np.all(s * r["m"] > 0), "moment sign lost"
    assert abs(r["n"] - 1).max() < 1e-7
    assert r["gap"] >= U * abs(r["m"]).min() - 8 - 1e-7
    assert 0 < r["gap"] < afm["gap"]
gaps = np.array([r["gap"] for r in runs])
energies = np.array([r["E"] for r in runs])
moments = np.array([abs(r["m"]) for r in runs])
corr = np.array([correlation(T, s) for s in patterns])
formation = zero["E"] - afm["E"]
retained = (zero["E"] - energies.mean()) / formation
assert retained > 0.85
print(f"Random: number of patterns = {len(runs)}")
print(f"Random: mean neighbour correlation C = {corr.mean():.4f}")
print(f"Random: mean absolute moment = {moments.mean():.4f}")
print(f"Random: smallest absolute moment = {moments.min():.4f}")
print(f"Random: gap mean = {gaps.mean():.4f} t")
print(f"Random: gap range = {gaps.min():.4f} to {gaps.max():.4f} t")
print(f"Random: guaranteed gap from smallest moment = {U * moments.min() - 8:.4f} t")
print(f"Random: energy per site mean = {energies.mean():.4f} t")
print(f"Random: energy standard deviation = {energies.std(ddof=1):.4f} t")
print(f"Random: double occupancy mean = {np.mean([r['docc'] for r in runs]):.4f}")
print(f"Second-order random energy = {-2 * (1 - corr.mean()) / U:.4f} t")
print(f"Zero-moment minus ordered energy = {formation:.4f} t")
print(f"Random minus ordered energy = {energies.mean() - afm['E']:.4f} t")
print(f"Moment-formation energy retained = {100 * retained:.1f} percent")
print(f"Random gap / ordered gap = {gaps.mean() / afm['gap']:.4f}")

# Reversed pattern: zero average moment, same insulating spectrum
reverse = hartree_fock(T, U, -patterns[0], 0.05)
average_moment = (reverse["m"] + runs[0]["m"]) / 2
assert abs(average_moment).max() < 1e-7
assert abs(reverse["E"] - runs[0]["E"]) < 1e-7
assert abs(reverse["gap"] - runs[0]["gap"]) < 1e-6
print(f"Pattern and reversal: largest average moment = {abs(average_moment).max():.4f}")
print(f"Pattern and reversal: gaps = {runs[0]['gap']:.4f}, {reverse['gap']:.4f} t")

# Larger random cell
T20 = hopping_matrix(20)
s20 = random_signs(400)
big = hartree_fock(T20, U, s20)
assert np.all(s20 * big["m"] > 0)
assert big["gap"] >= U * abs(big["m"]).min() - 8 - 1e-7
assert abs(big["E"] + 2 * (1 - correlation(T20, s20)) / U) < 40 / U ** 3
print(f"20 x 20 random cell: C = {correlation(T20, s20):.4f}")
print(f"20 x 20 random cell: gap = {big['gap']:.4f} t; energy = {big['E']:.4f} t")

# Parallel patches reduce the gap toward the ferromagnetic value
patch_gaps = []
for R in (2, 4, 8):
    s = order.reshape(L, L).copy()
    s[:R, :R] = 1
    s = s.ravel()
    r = hartree_fock(T, U, s)
    assert np.all(s * r["m"] > 0)
    patch_gaps.append(r["gap"])
    print(f"Parallel patch {R} x {R} in ordered cell: gap = {r['gap']:.4f} t")
assert patch_gaps[0] > patch_gaps[1] > patch_gaps[2]
assert abs(patch_gaps[2] - fm["gap"]) < 1.0

# Large-U energy and site-resolved moment; bounds allow the next order
for strong_U in (20.0, 40.0):
    for s in (order, patterns[0]):
        r = hartree_fock(T, strong_U, s)
        predicted = -2 * (1 - correlation(T, s)) / strong_U
        assert abs(r["E"] - predicted) < 40 / strong_U ** 3
        antiparallel = (4 + s * (T @ s)) / 2
        predicted_m = 1 - 2 * antiparallel / strong_U ** 2
        assert abs(abs(r["m"]) - predicted_m).max() < 600 / strong_U ** 4
    print(f"U = {strong_U:.0f} t random: energy = {r['E']:.5f} t; "
          f"second order = {predicted:.5f} t")

# Weak imposed fields: randomness does not guarantee a gap


def imposed_gap(field):
    levels = np.sort(np.concatenate([np.linalg.eigvalsh(T - np.diag(field)),
                                     np.linalg.eigvalsh(T + np.diag(field))]))
    return levels[N] - levels[N - 1]


weak_random = np.mean([imposed_gap(s) for s in patterns])
weak_order = imposed_gap(order)
assert weak_random < 0.3 and abs(weak_order - 2) < 1e-8
print(f"Imposed field 1 t: random mean gap = {weak_random:.4f} t")
print(f"Imposed field 1 t: staggered gap = {weak_order:.4f} t")

# Exact two-site singlet: zero average moment, nonzero squared moment
hop = np.array([[0.0, -1.0], [-1.0, 0.0]])
one = np.eye(2)
site0 = np.diag([1.0, 0.0])
double = np.kron(site0, site0) + np.kron(one - site0, one - site0)
ev, vec = np.linalg.eigh(np.kron(hop, one) + np.kron(one, hop) + U * double)
ground = vec[:, 0]
moment = np.kron(site0, one) - np.kron(one, site0)
mean_m = ground @ moment @ ground
mean_m2 = ground @ moment @ moment @ ground
docc_formula = (1 - U / np.sqrt(U ** 2 + 16)) / 4
assert abs(mean_m) < 1e-10
assert abs(mean_m2 - (1 - 2 * docc_formula)) < 1e-10
print(f"Exact two-site singlet: mean moment = {abs(mean_m):.4f}")
print(f"Exact two-site singlet: mean squared moment = {mean_m2:.4f}")
print(f"Exact two-site singlet: double occupancy per site = {(1 - mean_m2) / 2:.4f}")

print("finished without a failed check")
```

Output:

```
Repulsion U = 12.0 t; bandwidth W = 8.0 t
Supercell: 12 x 12 = 144 sites
Zero moment: gap = 0.0000 t
Zero moment: energy per site, supercell = 1.3969 t
Zero moment: energy per site, dense mesh = 1.3789 t
Zero moment: kinetic energy per site, dense mesh = -1.6211 t
Zero moment: double occupancy = 0.2500
Zero moment: fraction of levels within 0.5 t of Fermi level = 0.2264
Ordered: moment = 0.9483
Ordered: gap = 11.3799 t
Ordered: energy per site = -0.3225 t
Ordered: double occupancy = 0.0252
Ferromagnet: gap = 4.0000 t; energy per site = 0.0000 t
Random: number of patterns = 8
Random: mean neighbour correlation C = -0.0035
Random: mean absolute moment = 0.9710
Random: smallest absolute moment = 0.9397
Random: gap mean = 6.1768 t
Random: gap range = 5.6187 to 6.5147 t
Random: guaranteed gap from smallest moment = 3.2760 t
Random: energy per site mean = -0.1684 t
Random: energy standard deviation = 0.0061 t
Random: double occupancy mean = 0.0143
Second-order random energy = -0.1672 t
Zero-moment minus ordered energy = 1.7193 t
Random minus ordered energy = 0.1540 t
Moment-formation energy retained = 91.0 percent
Random gap / ordered gap = 0.5428
Pattern and reversal: largest average moment = 0.0000
Pattern and reversal: gaps = 6.0125, 6.0125 t
20 x 20 random cell: C = 0.0400
20 x 20 random cell: gap = 5.5912 t; energy = -0.1616 t
Parallel patch 2 x 2 in ordered cell: gap = 7.2630 t
Parallel patch 4 x 4 in ordered cell: gap = 5.4214 t
Parallel patch 8 x 8 in ordered cell: gap = 4.4683 t
U = 20 t random: energy = -0.10577 t; second order = -0.10556 t
U = 40 t random: energy = -0.05280 t; second order = -0.05278 t
Imposed field 1 t: random mean gap = 0.0277 t
Imposed field 1 t: staggered gap = 2.0000 t
Exact two-site singlet: mean moment = 0.0000
Exact two-site singlet: mean squared moment = 0.9743
Exact two-site singlet: double occupancy per site = 0.0128
finished without a failed check
```
